Ewald Settings for the Bulk Dipolar Anisotropy of a Tetragonal Ferromagnet

**A chain and a layer**

Take a straight chain of equal magnetic moments m with spacing c, all parallel. Two parallel moments at distance r, whose common direction makes an angle χ with the line joining them, have the energy

(μ₀m²/4π)(1 − 3cos²χ)/r³.

Each site has two neighbours at every distance nc, and each pair is shared by two sites, so the energy per site is the sum over n of one pair energy. With ζ(3) = Σ 1/n³ ≈ 1.202,

moments along the chain: −2(μ₀m²/4π) ζ(3)/c³,
moments across the chain: +(μ₀m²/4π) ζ(3)/c³.

A chain prefers its own axis. In a flat square layer, moments normal to the plane have χ = 90° for every pair, so all pair energies are positive. For moments in the plane the pair energy is negative on average, because cos²χ averages to ½, and the layer prefers its plane.

A simple tetragonal crystal, with edges a, a, c and one moment per cell, is both a bundle of chains along c and a stack of layers normal to c. Small c/a favours the chains and large c/a the layers.

An electronic Hamiltonian with Coulomb and spin-orbit terms, but no magnetic interaction between spins, misses this energy. A program may therefore offer it as a separate dipolar correction, with three choices: a splitting parameter, cutoffs and a boundary term. The first two should not affect the converged answer. The third decides whether the sample's shape is included.

**What is being computed**

The model has classical point moments of equal size, all parallel to a unit vector u. The cell volume is V = a²c. Define

S_ij = Σ_{R≠0} ∂_i∂_j(1/R) = Σ_{R≠0} (3R_iR_j − δ_ij R²)/R⁵.

Then u·S·u = Σ(3cos²χ − 1)/R³. Halving the pair sum to count each pair once, and dividing by V, gives the energy density

E = −(μ₀m²/8πV) u·S·u.

The fourfold axis and the mirror planes make S diagonal with S_xx = S_yy. Every term has zero trace, so S_xx = −S_zz/2. If θ is the angle between u and the c axis,

u·S·u = S_zz cos²θ − ½S_zz sin²θ = S_zz − (3/2)S_zz sin²θ.

Hence

E = constant + K sin²θ,  K = 3μ₀m²S_zz/(16πV).

K > 0 means that c is the easy axis. In this model there is no in-plane anisotropy and no sin⁴θ term, because E is quadratic in u. With M = m/V and g = c/a,

K/(μ₀M²) = 3VS_zz/(16π) = 3g(a³S_zz)/(16π).

**The boundary term**

The number of sites between R and R + dR grows as R²dR while each term falls as 1/R³. Without the cancellation between directions the sum would diverge logarithmically, so its value depends on the outer boundary. We define S by growing spheres, with the edge averaged over a range of radii proportional to the size, which removes the noise of single sites crossing the edge.

For another sample shape, add the region between a large sphere and the actual surface. There the sum may be replaced by an integral with density 1/V, and the divergence theorem turns it into surface integrals of n_i ∂_j(1/r) = −n_i r_j/r³, where n is the outward normal. With

N_ij = (1/4π)∮ n_i r_j/r³ dA,

the added part is (4π/V)(δ_ij/3 − N_ij), since a sphere has N_ij = δ_ij/3. The trace of N is the full solid angle divided by 4π, which is one. For an ellipsoid N is the same at every interior point; it is the demagnetizing tensor. Inserted in E, the N part gives the shape energy

E_shape = ½μ₀M² u·N·u.

The spherical choice makes this isotropic and so removes it from K. Some programs instead use a conducting boundary, which drops the zero-wavevector term altogether. The two choices differ by a multiple of δ_ij and give the same K.

**The two Ewald sums**

Write 1/r = erfc(αr)/r + erf(αr)/r, where α is the splitting parameter, an inverse length. The first part is short-ranged. The second is smooth and is summed in reciprocal space.

For h = erfc(αr)/r, the derivative of erfc(αr) is −(2α/√π)e^{−α²r²}, so

∂_i h = −r_i B,  B = erfc(αr)/r³ + (2α/√π)e^{−α²r²}/r².

Differentiating again gives ∂_i∂_j h = r_i r_j C − δ_ij B with C = −B′/r. The two terms of B yield

B′ = −3erfc(αr)/r⁴ − (2α/√π)e^{−α²r²}(3/r³ + 2α²/r),

C = 3erfc(αr)/r⁵ + (2α/√π)e^{−α²r²}(3/r⁴ + 2α²/r²).

For the smooth part f = erf(αr)/r,

∇²f = (1/r)(rf)″ = −(4α³/√π)e^{−α²r²}.

The Fourier transform of e^{−α²r²} is (π/α²)^{3/2}e^{−G²/4α²}, and that of ∇²f is −G² times that of f. Therefore f has the transform (4π/G²)e^{−G²/4α²}. Poisson summation states that a sum of F over all lattice sites equals 1/V times the sum of its transform over all reciprocal vectors G. Each derivative brings a factor iG, so the terms with G ≠ 0 are

−(4π/V) Σ_{G≠0} (G_iG_j/G²) e^{−G²/4α²}.

Two corrections remain. Poisson summation includes R = 0, which must be removed. Near the origin f = (2α/√π)(1 − α²r²/3 + …), whose second derivative is −4α³δ_ij/(3√π). Subtracting it adds the own-site term

+4α³δ_ij/(3√π).

At G = 0 the ratio G_iG_j/G² has no definite value, and the boundary supplies one. In a large sphere the integral of ∂_i∂_j f is isotropic, so it is one third of the integral of ∇²f, which is −4π. The term is

−4πδ_ij/(3V).

S is the sum of the real-space part, the reciprocal part, the own-site term and this sphere term.

**Why the splitting parameter drops out**

Let q(r) = ∂f/∂α = (2/√π)e^{−α²r²}. The α-derivative of the real-space part is −Σ_{R≠0}∂_i∂_j q, and that of the own-site term is −∂_i∂_j q at the origin. Together they cover all sites. Since q has the transform (2π/α³)e^{−G²/4α²}, Poisson summation gives

+(2π/Vα³) Σ_G G_iG_j e^{−G²/4α²}.

The α-derivative of e^{−G²/4α²} is G²/(2α³) times itself, so the reciprocal part contributes

−(2π/Vα³) Σ_G G_iG_j e^{−G²/4α²}.

The sum is zero. For a = 0.27 nm and c = 0.37 nm, so g = 1.3704, the parts of a³S_zz are

αa = 1: −0.4602 − 0.0957 + 0.7523 − 3.0567 = −2.8604 (last digit from the unrounded parts),
αa = 4: −0.0000 − 47.9479 + 48.1442 − 3.0567 = −2.8604,

in the order real, reciprocal, own-site, sphere. Over five values of αa from 1 to 4 the largest spread in any component of a³S was 3.6 × 10⁻¹³.

This agreement cannot reveal a wrong boundary term, because that term does not contain α. Two further checks address that term. The trace of a³S must vanish with the sphere term and equal 4π/g without it; the computed values are zero to rounding and 9.1701. Every sample shape gives zero trace, however, so this tests the size of the boundary term but not the shape it stands for. The second check does test the shape. It is a direct sum over sites with the smooth weight exp[−(r/L)⁸], L = 20a, which is an average over spheres. It gives −2.8603646, in agreement with Ewald. Replacing the spheres by oblate spheroids of axis ratio 1:2 with L = 30a, for which N_z = 0.5272, the boundary formula predicts

−2.8604 + 9.1701(0.3333 − 0.5272) = −4.638,

and the direct sum gives the same.

**Choosing the splitting and the cutoffs**

The real-space terms fall as e^{−α²R²} and the reciprocal ones as e^{−G²/4α²}. Equal exponents x² at both cutoffs require

R_c = x/α,  G_c = 2αx.

The two sums then contain about

N_R = (4π/3)x³/(α³V),  N_G = (4π/3)(2αx)³V/(8π³) = (4π/3)x³α³V/π³

points. Their product does not depend on α, so their sum is smallest when they are equal. This gives α⁶ = π³/V², or

α = √π/V^{1/3}.

If a term costs much more in one space than in the other, the best α moves, but the cutoff relations remain. Changing α at fixed cutoffs makes one of the two sums less well converged.

For the example the balanced value is αa = 1.596. The shift of a³S_zz from its converged value −2.8604 is −0.13 at x = 2, −7 × 10⁻⁴ at x = 3, 3.5 × 10⁻⁶ at x = 4 and 6.5 × 10⁻¹¹ at x = 5. The choice x = 4 uses 46 sites and 40 reciprocal vectors, and its relative error in K is about one part in a million. That is ample here, since the physical model is far less accurate.

**The sign change at c/a = 1**

At g = 1 the lattice is cubic, so S_xx = S_zz. With zero trace both vanish, and K = 0. To show that there is no other zero, sum the lattice layer by layer.

Within one layer S_zz is −Σ1/ρ³, where ρ is the in-plane distance. The number of ways to write n as a sum of two squares is four times the excess of its divisors of the form 4k + 1 over those of the form 4k + 3, a standard result of number theory. The layer sum therefore factorizes:

a³Σ1/ρ³ = 4ζ(3/2)β(3/2) = 9.0336,  β(s) = 1 − 3⁻ˢ + 5⁻ˢ − …

For a layer at height z, let F be the in-plane Fourier transform of 1/r. The equation ∇²(1/r) = −4πδ(r) becomes F″ − G²F = −4πδ(z), whose decaying solution is F = (2π/G)e^{−G|z|}. Its second z-derivative is 2πG e^{−G|z|} away from the layer. The G = 0 part gives nothing, because the field of a uniform sheet does not vary with z. With G in units of 1/a, the layers at ±gn, n = 1, 2, …, give a geometric series:

2 · 2π Σ_{G≠0} G Σ_n e^{−nGg} = 4π Σ_{G≠0} G/(e^{Gg} − 1).

Infinite layers describe a slab, for which N_z = 1. By the boundary formula the slab sum is lower than the spherical one by 8π/(3V), and this must be added back:

a³S_zz = −9.0336 + 8π/(3g) + 4π Σ_{G≠0} G/(e^{Gg} − 1).

Both g-dependent terms fall strictly as g grows. There is at most one zero, and cubic symmetry puts it at g = 1. K has the sign of S_zz, so it is positive for c/a < 1 and negative for c/a > 1. A numerical root search on the Ewald sum between 0.8 and 1.3 returned 1.0000000000.

The slope of a³S_zz at g = 1 is −12.69. Near the cubic point, at fixed M and to first order,

K ≈ −(3 × 12.69/16π) μ₀M² (g − 1) = −0.757 μ₀M² (g − 1).

At g = 1.1 this gives −0.076μ₀M², against the full −0.071μ₀M².

For large g the interlayer sum dies out exponentially, leaving K/(μ₀M²) ≈ ½ − 0.539g. For a film with c along its normal the shape anisotropy is ½μ₀M²(N_x − N_z) = −½μ₀M², which cancels the constant ½. What remains is the energy of isolated layers.

For small g, sum along chains. In a long rod N_z = 0, so the rod sum exceeds S_zz by 4π/(3V). A neighbouring chain contributes through its modulation along z, which decays roughly as e^{−2πρ/c} with distance ρ; its uniform part has no z-derivative. Each chain alone gives 4ζ(3)/c³. Thus

a³S_zz ≈ 4ζ(3)/g³ − 4π/(3g).

At g = 0.3 this formula and the Ewald sum both give 164.12. The chain of the opening paragraph sets the sign.

**Use the magnetic cell**

The rule holds for a simple tetragonal lattice, with one moment in a cell of perpendicular edges a, a, c. Add an equal moment at the body centre, and the lattice is cubic at two ratios: body-centred cubic at g = 1 and face-centred cubic at g = √2. K vanishes at both, and also once more between g = 1.1, where it is negative, and g = 1.2, where it is positive. At g = 1.2 the value of a³(S_zz − S_xx), summed over both sublattices as seen from one site, is +0.046, whereas the simple lattice has (3/2)(−1.874) = −2.81. Before using c/a to predict a sign, find the smallest cell with perpendicular edges a, a, c that repeats the moments, and list every magnetic site in it. If there is more than one, compute the full sum instead of using the rule. An oblique primitive cell will not do for this test: the body-centred lattice has one with a single moment, yet it does not follow the rule.

**Worked case: the iron sublattice of FePt**

In L1₀-ordered FePt the iron atoms form a simple tetragonal lattice. Rough typical values are a = 0.27 nm, c = 0.37 nm and 3 Bohr magnetons per iron atom. The larger conventional cell has the edge √2a = 0.38 nm and a ratio of about 0.97; taking that ratio for g would give the wrong sign.

The cell volume is 0.02697 nm³, so M = 1.03 MA/m and μ₀M² = 1.337 MJ/m³. Then

K/(μ₀M²) = 3 × 1.3704 × (−2.8604)/(16π) = −0.234,

K = −0.234 × 1.337 MJ/m³ = −0.313 MJ/m³, or −53 μeV per cell.

The iron dipoles alone favour the plane. In a film with c along its normal the shape term adds −0.669 MJ/m³, giving −0.98 MJ/m³ in all. If a micromagnetic calculation already includes the shape energy and takes its anisotropy constant from a spin-orbit calculation, the correction to supply is −0.313, not −0.98.

The measured crystal anisotropy of well-ordered FePt is roughly 7 MJ/m³ with c as the easy axis. The dipolar part is about 4.5% of that in size and opposite in sign, so the easy axis must come from what this model omits, chiefly spin-orbit coupling. A measured value corrected only for shape still contains the bulk dipolar part, so a micromagnetic calculation that uses it needs no further dipolar correction. To compare it with a spin-orbit calculation, add K to the calculated value.

Several assumptions limit the number more than the lattice sum does:

- **Platinum.** A parallel moment of 0.35 Bohr magnetons (rough) at the body centre changes K to −0.243 MJ/m³, a reduction of 22% in size. At g = √2 equal moments on both kinds of site would form a face-centred cubic lattice with K = 0, so there the iron–platinum lattice sum is the exact opposite of the iron–iron one. At g = 1.37 this still nearly holds. The iron–platinum energy is linear in the platinum moment, so even a small moment matters.
- **Temperature.** In mean field the averages of two moments factorize and K scales as the square of the moment. With spin 3/2 and a rough Curie temperature of 750 K, the moment at 300 K is 0.960 of its full value and the iron-only K is −0.289 MJ/m³. The factor depends on the assumed spin: it would be 0.986 for spin ½ and about 0.84 for classical moments. Correlations between moments are left out.
- **Lattice constants.** Lengthening c by 1% at fixed a and moment increases the size of K by 1.3%. K is far more sensitive to a: lengthening a by 1% at fixed c and moment reduces its size by 7%. With a = 0.2723 nm and c = 0.3713 nm the iron-only K is −0.295 MJ/m³, so rounding the lattice constants already moves the second digit.
- **Extended spin density.** Spherical Gaussian clouds with a standard deviation of 0.04 nm along each axis change K by 0.05%. An assumed elongation along c, with (⟨z²⟩ − ⟨x²⟩)/⟨r²⟩ = 2%, reduces the intersite K by 2.3% in size. Such a cloud also has a classical on-site dipolar energy. For a Gaussian stretched along c, or two Gaussians displaced along c, it adds between +0.07 and +0.08 MJ/m³ to K, about a quarter of |K|. The value depends strongly on the form of the cloud. With the same ⟨r²⟩ and elongation, a Gaussian times an angular factor 1 + εP₂(cos θ) gives +0.12, a density r⁴e^{−βr} with that factor +0.06, a stretched exponential +0.13 and a stretched e^{−r/λ}/r, with its compact core and long tail, +0.37 MJ/m³. That estimate includes the interaction of each electron with itself, so it shows an order of magnitude and is neither a prediction nor a bound.

With these inputs the dipolar anisotropy between sites in FePt is therefore between about 0.17 MJ/m³ (platinum included, both moments reduced by the classical factor at 300 K) and 0.31 MJ/m³ (iron only, full moment) in size and favours the plane. The on-site part is not settled by this model. Further digits test the summation, not the material. The full set of values is in the numerical output.

Values computed for the example and the checks

```
inputs (rough): a=0.27 nm, c=0.37 nm, m=3.0 mu_B
c/a = 1.3704; cell volume = 0.02697 nm^3
magnetization M = 1.0315 MA/m
alpha*a | real zz | reciprocal zz | self | a^3 S_zz
 1.0 | -0.460225 | -0.095708 | 0.752253 | -2.8603646107
 1.5 | -0.535916 | -1.806617 | 2.538853 | -2.8603646107
 2.0 | -0.162099 | -5.659603 | 6.018022 | -2.8603646107
 3.0 | -0.001754 | -20.112751 | 20.310825 | -2.8603646107
 4.0 | -0.000002 | -47.947856 | 48.144178 | -2.8603646107
G=0 sphere term = -3.056685; largest spread = 3.6e-13
trace of a^3 S: with sphere term 3.1e-15, without 9.1701
direct sum a^3 S_zz, spheres = -2.8603646
direct sum, oblate 1:2 = -4.63814; formula = -4.63814; N_z = 0.52720
cutoff x=2: 4 R, 6 G points, shift in a^3 S_zz = -1.3e-01
cutoff x=3: 18 R, 20 G points, shift in a^3 S_zz = -7.3e-04
cutoff x=4: 46 R, 40 G points, shift in a^3 S_zz = 3.5e-06
cutoff x=5: 88 R, 98 G points, shift in a^3 S_zz = 6.5e-11
balanced alpha*a = 1.5957
c/a | a^3 S_zz | K/(mu0 M^2)
 0.8 | 3.936896 | 0.187973
 0.9 | 1.546999 | 0.083097
 1.0 | 0.000000 | 0.000000
 1.1 | -1.076362 | -0.070665
 1.2 | -1.873659 | -0.134191
 1.5 | -3.422347 | -0.306384
zero of S_zz at c/a = 1.0000000000
slope d(a^3 S_zz)/d(c/a) at 1 = -12.69033
single-layer sum = 9.033622
c/a=0.3: Ewald 164.11987, chain formula 164.11987
body-centred a^3(S_zz-S_xx): c/a=1.2: 0.04570, sqrt2: 5e-15
K dipolar = -0.3128 MJ/m^3 = -52.66 ueV per cell
with Pt moment 0.35 mu_B (rough): K = -0.2433 MJ/m^3
mean field, 300 K, Curie 750 K (rough), J=1.5: m/m0 = 0.9604
K at 300 K (no Pt moment) = -0.2885 MJ/m^3
c longer by 1%: K changes by 1.28 %
Gaussian cloud, sigma=0.04 nm: K changes by -0.0520 %
elongation delta=0.01 nm, (<z2>-<x2>)/<r2> = 2.04 %
 between sites: K changes by -2.296 %
 on site (classical estimate): 0.0756 MJ/m^3
film shape term (left out of K) = -0.6685 MJ/m^3
measured crystal anisotropy (rough input) = 7 MJ/m^3
|K dipolar| / measured = 4.5 %
```
